# Dose Times of a Hafnium and an Aluminium Precursor in One Hole

## Problem

In atomic layer deposition a precursor gas enters a narrow hole, and its molecules adsorb on free sites of the wall until these are used up. The dose must last until the whole wall is saturated.

A cylindrical hole, closed at the bottom, has diameter $d=50$ nm and depth $L=2500$ nm. It is coated either with monomeric trimethylaluminium, Al(CH$_3$)$_3$ (TMA), or with tetrakis(dimethylamido)hafnium, Hf[N(CH$_3$)$_2$]$_4$ (TDMAH). The following are held equal for both:

- the temperature $T=523$ K,
- the precursor's partial pressure at the mouth, $P=0.1$ Torr,
- the saturation density $K=3$ nm$^{-2}$, counted in adsorbed precursor molecules per wall area.

Molecules collide with the walls but not with each other. A molecule that does not adsorb leaves the wall in a random direction (cosine law) with a thermal speed. Adsorption is irreversible and so effective that diffusion down the hole sets the time.

(a) Find the dose time as a function of the molecular mass $m$.
(b) Show that TDMAH needs about 2.22 times the dose time of TMA.
(c) Find both times, including the resistance of the mouth and the coating of the bottom.

## Hints

1. Does the number of molecules needed depend on their mass? If not, the mass can enter through the rate of supply alone.
2. Without collisions in the gas, the motion along the hole is a random walk from wall to wall. Its diffusion coefficient follows from the mean square axial step and the mean flight time.
3. Treat the coating as a front at depth $x$. Above it the wall is full and takes up nothing; at the front the gas density is zero.
4. For the mouth, add the resistance of an opening to that of a long tube.

## Solution

### Flux at the mouth

Let $n=P/(kT)$ be the precursor's number density at the mouth, with $k$ the Boltzmann constant. The number of molecules crossing unit area per unit time in one direction follows from the Maxwell distribution:

$$\varphi=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}}.$$

With $n=P/(kT)$ and the mean speed $\bar v=\sqrt{8kT/(\pi m)}$, this reads

$$\varphi=\frac{P}{\sqrt{2\pi mkT}}=\frac{n\bar v}{4}.$$

### Diffusion coefficient

A molecule leaves the wall at an angle $\alpha$ to the hole's axis. Seen in the cross-section, its path makes an angle $\beta$ with the wall normal. The angle $\theta$ to the normal in space obeys $\cos\theta=\sin\alpha\cos\beta$, and the solid angle element is $\sin\alpha\,d\alpha\,d\beta$. The cosine law therefore gives the probability

$$\frac{\cos\theta}{\pi}\,d\Omega=\frac1\pi\sin^2\!\alpha\,\cos\beta\;d\alpha\,d\beta,\qquad 0<\alpha<\pi,\quad |\beta|<\frac{\pi}{2}.$$

In the cross-section the path is a chord of length $d\cos\beta$. The flight length is thus $\ell=d\cos\beta/\sin\alpha$ and the axial step is $z=\ell\cos\alpha$. The averages are

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\!\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\!\beta\,d\beta
=\frac{d^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac{2d^2}{3},$$

$$\langle\ell\rangle=\frac d\pi\int_0^\pi\!\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^2\!\beta\,d\beta
=\frac d\pi\cdot2\cdot\frac\pi2=d.$$

Fast molecules leave the wall more often than their share in the gas, by a factor proportional to $v$. If $f(v)$ is the normalized speed distribution in the gas, then for departing molecules

$$\left\langle\frac1v\right\rangle=\frac{\int f\,dv}{\int vf\,dv}=\frac1{\bar v}.$$

Speed and direction are independent, so the mean flight time is $\langle\tau\rangle=d/\bar v$. Diffuse re-emission erases the memory of the previous direction, so the mean square displacement after $N$ flights is $N\langle z^2\rangle$, reached in the time $N\langle\tau\rangle$. Setting it equal to $2D$ times this time gives

$$D=\frac{\langle z^2\rangle}{2\langle\tau\rangle}=\frac{2d^2/3}{2d/\bar v}=\frac{d\,\bar v}{3}.$$

For TMA, $\bar v=391.9$ m/s and $D=0.0653$ cm$^2$/s. For TDMAH, $\bar v=176.7$ m/s and $D=0.0294$ cm$^2$/s. Averages over randomly sampled flights with thermal speeds agree with both values to 0.1 %.

### (a) The moving front

The gas stored in the hole is $n\pi d^2L/4$ molecules, while the side wall takes up $K\pi dL$. Their ratio, $nd/(4K)$, is $7.7\times10^{-6}$ here. Filling the hole with gas therefore costs practically nothing, and the density profile is stationary at each front position. Since nothing is taken up above the front, the profile falls linearly from $n$ to zero over the depth $x$. Supply equals uptake:

$$\frac{\pi d^2}{4}\,D\,\frac nx=K\,\pi d\,\frac{dx}{dt}
\quad\Longrightarrow\quad x\,dx=\frac{dDn}{4K}\,dt,$$

where $d$ in the last numerator is the diameter. Integration from $x=0$ to $L$ gives $L^2/2=dDn\,t/(4K)$, or

$$t=\frac{2KL^2}{dDn}.$$

Now insert $D=d\bar v/3$, then $n\bar v=4\varphi$, and write $a=L/d$:

$$t=\frac{6KL^2}{d^2n\bar v}=\frac32\,a^2\,\frac K\varphi=\frac32\,a^2\,\frac{K\sqrt{2\pi mkT}}{P}.$$

The time grows as the square root of the mass because heavier molecules at the same temperature are slower. They arrive less often at the mouth, while the fraction of them that reaches the front does not depend on their mass. For a front many diameters deep, this fraction is $(Dn/x)/\varphi=4d/(3x)$.

### (b) The ratio

With standard atomic weights, the molar masses in g/mol are

$$M_\text{TMA}=26.982+3(12.011)+9(1.008)=72.087,$$

$$M_\text{TDMAH}=178.49+4(14.007)+8(12.011)+24(1.008)=354.8.$$

Since $a$, $K$, $P$ and $T$ are equal, they cancel:

$$\frac{t_\text{TDMAH}}{t_\text{TMA}}=\sqrt{\frac{354.8}{72.087}}=\sqrt{4.922}=2.219\approx2.22.$$

If saturation densities and pressures differ, the same formula gives

$$\frac{t_\text{TDMAH}}{t_\text{TMA}}=\sqrt{\frac{M_\text{TDMAH}}{M_\text{TMA}}}\;\frac{K_\text{TDMAH}}{K_\text{TMA}}\;\frac{P_\text{TMA}}{P_\text{TDMAH}}.$$

### (c) Mouth and bottom

Let $W(x)$ be the probability that a molecule entering the mouth reaches the front. In a long tube the current per area is $Dn/x=d\bar vn/(3x)=\varphi\cdot4d/(3x)$, so $W=4d/(3x)$. For $x\to0$ every molecule arrives and $W=1$. Adding the two resistances $1/W$ gives the interpolation

$$\frac1W=1+\frac{3x}{4d}.$$

At $x=50d$ it yields $W=0.0260$. A calculation of the straight flights between narrow wall rings gives 0.0254 with eight rings per diameter and tends to 0.0253 as the rings are narrowed, so the interpolation is about 2.7 % too high there. It is less accurate at smaller depths, and the error fades slowly: it is about 12 % too high near $x=2d$, 8 % at $10d$ and 5 % at $20d$. With the accurate $W$ in place of the interpolation, the sharp-front time derived below would be about 4 % longer.

The balance at the front is now $(\pi d^2/4)\,\varphi W\,dt=K\pi d\,dx$. For the side wall,

$$\frac{\varphi t_\text{side}}{K}=\frac4d\int_0^L\left(1+\frac{3x}{4d}\right)dx=4a+\frac32a^2.$$

The bottom has the area $\pi d^2/4$ and is supplied through the full depth, which adds $1/W(L)=1+3a/4$. In total

$$\frac{\varphi t}{K}=1+\frac{19}{4}a+\frac32a^2.$$

No mass appears on the right, so the ratio from (b) is unchanged. For $a=50$ the sum is $1+237.5+3750=3988.5$. The fluxes are $1.809\times10^5$ and $8.155\times10^4$ nm$^{-2}$s$^{-1}$, hence

$$t_\text{TMA}=3988.5\times\frac{3}{1.809\times10^5}\ \text{s}=66\ \text{ms},$$

$$t_\text{TDMAH}=3988.5\times\frac{3}{8.155\times10^4}\ \text{s}=147\ \text{ms}.$$

The quadratic term alone gives 62 and 138 ms.

A ballistic calculation of the whole filling assumes neither a diffusion coefficient nor a sharp front. Each surface element with coverage $\Theta$ adsorbs an arriving molecule with probability $s(1-\Theta)$, and the dose ends when every surface is at least 95 % covered. For $s=1$ and four rings per diameter it gives 65 and 145 ms. These values are about 1.5 % low because of the ring width; converged in the wall grid they become 66 and 147 ms, within 0.1 % of the formula. Agreement this close is partly a cancellation: the interpolated $W$ shortens the time by about 4 %, and the sharp-front picture lengthens it by about as much relative to the gradual filling to 95 %. The computed ratio, 2.216, differs from 2.219 only through the finite time step.

### Beside a real process

The dimensions are in the regime of capacitor holes in memory chips. Equal saturation density is an assumption that affects the ratio strongly. With rough values of 4 nm$^{-2}$ for TMA and 2.5 nm$^{-2}$ for TDMAH, the ratio falls to $2.219\times2.5/4=1.39$. Equal partial pressure is also a condition that must be arranged, since TDMAH is the less volatile compound; at half the pressure its time doubles.

The size of the molecules raises the ratio slightly. Their centres move in a hole narrowed by one molecular diameter, and the supply scales as the cube of the free width (area times $D$). Rough diameters of 0.6 and 0.9 nm raise the ratio from 2.22 to 2.26. Collisions with nitrogen at 1 Torr slow either precursor in the hole by some hundredths of a percent (the ratio of the Knudsen to the gas-phase diffusion coefficient is 0.04 %). The model also holds the pressure at the mouth fixed, although many holes filling at once can lower it, and it leaves out thermal decomposition of the precursor, which would deposit material beyond saturation. The number 2.22 thus isolates the effect of mass and is not a general ratio of process times.

## Variation 1: dimeric TMA

*What would the ratio be if all TMA arrived as the dimer Al$_2$(CH$_3$)$_6$, at the same partial pressure and the same final density of aluminium?*

The dimer has twice the mass, which multiplies the time by $\sqrt2$. If both its aluminium units stay on the wall, half as many molecules are needed, which multiplies it by $1/2$. The TMA time changes by $\sqrt2/2=1/\sqrt2$, and the ratio becomes $2.219\sqrt2=3.14$.

In equilibrium at 523 K the dimer is rare. Rough dissociation data, 85 kJ/mol and 180 J/(mol K), give the constant

$$K_p=\exp\left(-\frac{85000}{8.314\times523}+\frac{180}{8.314}\right)\text{bar}\approx8\ \text{bar}.$$

It equals the square of the monomer pressure divided by the dimer pressure. With the monomer pressure $P=1.33\times10^{-4}$ bar, the pressure ratio of dimer to monomer is therefore $P/K_p\approx1.6\times10^{-5}$. This says nothing about how fast dimers from a cooler supply line dissociate.

## Variation 2: unequal sticking

*How does the ratio change if the two molecules have different sticking probabilities $s$ on a free site?*

Consider first the opposite limit, in which the flux is $\varphi$ everywhere: an open flat surface, or a hole in which the sticking is weak enough. Then $d\Theta/dt=s\varphi(1-\Theta)/K$, which integrates to

$$t=\frac{K}{s\varphi}\ln\frac1{1-\Theta}.$$

The ratio is now $2.219\,s_\text{TMA}/s_\text{TDMAH}$, fully sensitive to sticking. For equal $s$ it is again 2.22. This holds between the limits too: the local flux is $\varphi$ times a factor set by geometry, $s$ and the coverages, so the filling depends on time through $\varphi t/K$ alone. The ballistic calculation with $s=0.01$ for both gives 2.218.

Diffusion sets the time when the reaction time is much shorter than the diffusion time:

$$\frac1s\ln\frac1{1-\Theta}\ll\frac32a^2.$$

For $s=0.01$ and $\Theta=0.95$ the left side is 300 and the right side 3750, so the condition is met with a remainder of some percent. Accordingly, the ballistic ratio is 2.36 when TDMAH sticks with 0.01 and TMA with 1, and 2.09 in the reverse case. The numerical output lists these values. Lowering one sticking probability from 1 to 0.01 thus moves the ratio by about 6 % in this deep hole (about 11 % if 99 % coverage is demanded), while on an open flat surface it would move it a hundredfold. This insensitivity lasts only while the condition above holds for both molecules. For $s=10^{-3}$, a magnitude reported for TMA, the left side is 3000, comparable with 3750. With $s_\text{TMA}=10^{-3}$ and $s_\text{TDMAH}=0.1$, also a hundredfold difference, the TMA time rises to about 114 ms and the ratio falls to about 1.3.

## Values computed for the example and the checks

```
hole diameter: 50 nm
hole depth: 2500 nm
aspect ratio a: 50
temperature: 523 K
partial pressure: 0.1 Torr
common saturation density: 3 nm^-2
TMA molar mass: 72.087 g/mol
TMA mean speed: 391.9 m/s
TMA flux at mouth: 1.809e+05 nm^-2 s^-1
TMA Knudsen D, formula: 0.06532 cm2/s
TMA Knudsen D, random flights: 0.06526 cm2/s
TMA time, leading term: 62.18 ms
TMA time, full formula: 66.14 ms
TMA time, ballistic, sticking 1: 65.25 ms
TMA time, ballistic, sticking 0.01: 69.32 ms
TDMAH molar mass: 354.8 g/mol
TDMAH mean speed: 176.7 m/s
TDMAH flux at mouth: 8.155e+04 nm^-2 s^-1
TDMAH Knudsen D, formula: 0.02944 cm2/s
TDMAH Knudsen D, random flights: 0.02944 cm2/s
TDMAH time, leading term: 138 ms
TDMAH time, full formula: 146.7 ms
TDMAH time, ballistic, sticking 1: 144.6 ms
TDMAH time, ballistic, sticking 0.01: 153.8 ms
mass ratio: 4.922
square root of mass ratio: 2.219
ballistic time ratio, both sticking 1: 2.216
ballistic time ratio, both sticking 0.01: 2.218
passage probability W, formula: 0.02597
W, ballistic, 8 rings per diameter: 0.02538
W, ballistic, 4 rings per diameter: 0.02567
W, ballistic, 2 rings per diameter: 0.02685
dose flux*t/K, formula: 3988
dose flux*t/K, ballistic: 3935
dose at half depth, formula: 1057
dose at half depth, ballistic: 1039
coefficient of a^2, ballistic (formula 3/2): 1.485
same, bottom coverage only: 1.468
same, bottom only, 2 rings per diameter: 1.407
ratio, sticking TDMAH 0.01, TMA 1: 2.357
ratio, sticking TDMAH 1, TMA 0.01: 2.086
rough saturation density TMA: 4 nm^-2
rough saturation density TDMAH: 2.5 nm^-2
ratio with these saturation densities: 1.387
rough molecular diameter TMA: 0.6 nm
rough molecular diameter TDMAH: 0.9 nm
ratio with molecular size: 2.259
slowing by 1 Torr N2, TMA: 0.041 %
slowing by 1 Torr N2, TDMAH: 0.036 %
gas stored in hole / wall capacity: 7.7e-06
TMA dimer/monomer pressure ratio (rough): 1.6e-05
ratio if TMA were all dimer, equal Al density: 3.137
```
